# Comment: does correlating all electrons in cc-pVXZ capture neon's core correlation?: verification in Python

```python
# Result under test: all-electron correlation of neon in cc-pVXZ recovers only
# an incomplete, unbalanced part of the core correlation found in cc-pCVXZ,
# because free functions of the size of the 1s shell are missing.
# cc, cv, vv: core-core, core-valence, valence-valence MP2 pair energies.
# core = cc + cv = E(all electrons correlated) - E(1s frozen).
# Exponents are in bohr^-2, lengths in bohr, energies in mEh unless stated.
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp, cc, ao2mo, lib

lib.num_threads(1)
MILLI = 1000.0


def build_atom(shells):
    return gto.M(atom="Ne 0 0 0", basis={"Ne": shells}, verbose=0)


def correlate(shells):
    """RHF followed by MP2 pair energies, summed by class."""
    mol = build_atom(shells)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    g = ao2mo.general(mf._eri, (occ, vir, occ, vir), compact=False)
    g = g.reshape(nocc, nvir, nocc, nvir)
    gap = mf.mo_energy[:nocc, None] - mf.mo_energy[None, nocc:]
    denominator = gap[:, :, None, None] + gap[None, None, :, :]
    pair = (g * (2 * g - g.transpose(0, 3, 2, 1)) / denominator).sum(axis=(1, 3))
    result = {"mf": mf, "nao": mol.nao, "hf": mf.e_tot}
    result["cc"] = pair[0, 0] * MILLI
    result["cv"] = 2 * pair[0, 1:].sum() * MILLI
    result["vv"] = pair[1:, 1:].sum() * MILLI
    result["core"] = result["cc"] + result["cv"]
    return result


def free_primitives(shells):
    """Primitives that occur alone as a basis function: (l, exponent)."""
    found = []
    for shell in shells:
        rows = np.array(shell[1:], dtype=float)
        for column in rows[:, 1:].T:
            used = np.flatnonzero(column)
            if len(used) == 1:
                found.append((shell[0], rows[used[0], 0]))
    return found


# Valence and core-valence sets, and the functions that distinguish them
valence_basis, core_basis, valence, full, added = {}, {}, {}, {}, {}
for x in "DTQ":
    valence_basis[x] = gto.basis.load("cc-pv%sz" % x.lower(), "Ne")
    core_basis[x] = gto.basis.load("cc-pcv%sz" % x.lower(), "Ne")
    valence[x] = correlate(valence_basis[x])
    full[x] = correlate(core_basis[x])
    old = free_primitives(valence_basis[x])
    added[x] = [(l, e) for l, e in free_primitives(core_basis[x])
                if not any(l == m and abs(e / f - 1) < 0.01 for m, f in old)]
    assert sum(2 * l + 1 for l, e in added[x]) == full[x]["nao"] - valence[x]["nao"]
    for l, e in added[x]:
        assert e > max([f for m, f in old if m == l], default=0.0)

# The pair partition against independent all-electron and frozen-core MP2 runs
for data in (valence["T"], full["T"]):
    e_all = mp.MP2(data["mf"]).kernel()[0]
    e_frozen = mp.MP2(data["mf"], frozen=1).kernel()[0]
    assert abs((e_all - e_frozen) * MILLI - data["core"]) < 1e-4
    assert abs(e_frozen * MILLI - data["vv"]) < 1e-4

# Incomplete and unbalanced recovery, relative to cc-pCVQZ
fraction = {x: {k: valence[x][k] / full["Q"][k] for k in ("cc", "cv", "core")}
            for x in "DTQ"}
for x in "DTQ":
    v, c = valence[x], full[x]
    assert v["core"] / c["core"] < (0.7 if x == "Q" else 0.5)
    parts = sorted((fraction[x]["cc"], fraction[x]["cv"]))
    assert parts[1] / parts[0] > 1.25
    core_change = abs(c["core"] / v["core"] - 1)
    assert core_change > 5 * abs(c["vv"] / v["vv"] - 1)

# Sizes of the occupied orbitals
mf = full["Q"]["mf"]
r2 = mf.mol.intor("int1e_r2")
size2 = np.einsum("pi,pq,qi->i", mf.mo_coeff[:, :5], r2, mf.mo_coeff[:, :5])
alpha = 3 / (4 * size2[0])  # s Gaussian with the mean-square radius of 1s


def coupling_integral(beta):
    mol = build_atom([[0, [alpha, 1.0]], [1, [beta, 1.0]]])
    return mol.intor("int2e", aosym="s1").reshape((4,) * 4)[0, 1, 0, 1]


def coupling_formula(beta):
    return (8 * np.sqrt(2) / (3 * np.sqrt(np.pi)) * alpha**1.5 * beta**2.5
            / (alpha + beta)**3.5)


for beta in (0.3, 3.0, 30.0, 100.0):
    assert abs(coupling_integral(beta) / coupling_formula(beta) - 1) < 1e-8
best_beta = 2.5 * alpha
assert coupling_integral(best_beta) > coupling_integral(0.95 * best_beta)
assert coupling_integral(best_beta) > coupling_integral(1.05 * best_beta)
small_ratio = coupling_integral(2e-3 * alpha) / coupling_integral(1e-3 * alpha)
assert abs(np.log2(small_ratio**2) - 5) < 0.02
for l in (0, 1, 2, 3):
    test_atom = build_atom([[l, [3.7, 1.0]]])
    assert abs(test_atom.intor("int1e_r2")[0, 0] - (2 * l + 3) / (4 * 3.7)) < 1e-8

free_t = free_primitives(valence_basis["T"])
steepest_p = max(e for l, e in free_t if l == 1)
steepest_d = max(e for l, e in free_t if l == 2)
relative_k2 = (coupling_integral(steepest_p) / coupling_integral(best_beta))**2

# Control: same number and angular momenta as the tight set, but diffuse
diffuse, count = [], {}
for l, _ in added["T"]:
    count[l] = count.get(l, 0) + 1
    lowest = min(e for m, e in free_t if m == l)
    diffuse.append([l, [lowest / 3**count[l], 1.0]])
control = correlate(valence_basis["T"] + diffuse)
assert control["nao"] == full["T"]["nao"]
tight_gain = full["T"]["core"] - valence["T"]["core"]
diffuse_gain = control["core"] - valence["T"]["core"]
assert abs(diffuse_gain) < 0.1 * abs(tight_gain)

# Freeing the primitives already present in cc-pVTZ
primitives = sorted({(s[0], row[0]) for s in valence_basis["T"] for row in s[1:]})
loose = correlate([[l, [e, 1.0]] for l, e in primitives])
assert loose["core"] < 1.5 * valence["T"]["core"]

# One additional p shell: which exponent correlates the 1s pair?
scan = [0.1, 0.6, 2.0, 6.0, 15.0, 40.0, 100.0, 250.0]
gain = [correlate(valence_basis["T"] + [[1, [e, 1.0]]])["cc"]
        - valence["T"]["cc"] for e in scan]
peak = int(np.argmin(gain))
assert 0 < peak < len(scan) - 1
assert scan[peak] > 5 * steepest_p
assert abs(gain[0]) < 0.05 * abs(gain[peak])


def ccsdt_core(mean_field):
    energies = []
    for frozen in (0, 1):
        solver = cc.CCSD(mean_field, frozen=frozen)
        solver.conv_tol = 1e-8
        solver.kernel()
        assert solver.converged
        energies.append(solver.e_corr + solver.ccsd_t())
    return (energies[0] - energies[1]) * MILLI


cc_valence = ccsdt_core(valence["T"]["mf"])
cc_full = ccsdt_core(full["T"]["mf"])
assert 0 < cc_valence / cc_full < 0.5

core_limit = (4**3 * full["Q"]["core"] - 3**3 * full["T"]["core"]) / (4**3 - 3**3)
hartree_kjmol = (constants.physical_constants["Hartree energy"][0]
                 * constants.N_A / 1000)

print("Neon; MP2 pair energies in mEh, HF energies in Eh")
for label, table in (("cc-pV", valence), ("cc-pCV", full)):
    for x in "DTQ":
        d = table[x]
        print(f"{label}{x}Z: {d['nao']} functions, HF {d['hf']:.6f} Eh")
        print(f"  cc {d['cc']:.3f}, cv {d['cv']:.3f}, core {d['core']:.3f},"
              f" vv {d['vv']:.3f} mEh")
print("Part of the cc-pCVQZ value recovered by cc-pVXZ, percent")
for x in "DTQ":
    f = fraction[x]
    print(f"  {x}: cc {100*f['cc']:.1f}, cv {100*f['cv']:.1f},"
          f" core {100*f['core']:.1f} %")
print("Core part, cc-pVXZ / cc-pCVXZ at equal X, percent: " + ", ".join(
    f"{x} {100*valence[x]['core']/full[x]['core']:.1f}" for x in "DTQ"))
print(f"Core MP2 extrapolated from cc-pCVTZ,QZ: {core_limit:.2f} mEh")
print("Free shells added by cc-pCVXZ, exponents in bohr^-2")
for x in "DTQ":
    print(f"  {x}: " + ", ".join(f"{'spdfg'[l]} {e:.3f}" for l, e in added[x]))
print(f"rms radius: 1s {np.sqrt(size2[0]):.4f}, 2s {np.sqrt(size2[1]):.4f},"
      f" 2p {np.sqrt(size2[2]):.4f} bohr")
print(f"Steepest free cc-pVTZ p: exponent {steepest_p:.3f} bohr^-2,"
      f" rms radius {np.sqrt(5/(4*steepest_p)):.4f} bohr")
print(f"Steepest free cc-pVTZ d: exponent {steepest_d:.3f} bohr^-2,"
      f" rms radius {np.sqrt(7/(4*steepest_d)):.4f} bohr")
print(f"Model s exponent {alpha:.3f}, p exponent at largest K"
      f" {best_beta:.3f} bohr^-2")
print(f"Largest K: {coupling_integral(best_beta):.4f} Eh")
print(f"K^2 for steepest free p / largest K^2: {relative_k2:.3e}")
print(f"cc-pVTZ + diffuse shells: {control['nao']} functions,"
      f" core {control['core']:.3f} mEh")
print(f"Core change: diffuse {diffuse_gain:.3f}, tight {tight_gain:.3f} mEh")
print(f"Uncontracted cc-pVTZ: {loose['nao']} functions, cc {loose['cc']:.3f},"
      f" cv {loose['cv']:.3f}, core {loose['core']:.3f} mEh")
print("One p shell added to cc-pVTZ: change of the 1s pair energy")
for e, change in zip(scan, gain):
    print(f"  exponent {e:.1f} bohr^-2: {change:.3f} mEh")
print(f"CCSD(T) core part: cc-pVTZ {cc_valence:.3f},"
      f" cc-pCVTZ {cc_full:.3f} mEh, ratio {100*cc_valence/cc_full:.1f} %")
print(f"MP2 core part missed by cc-pVTZ against cc-pCVTZ:"
      f" {-tight_gain:.2f} mEh = {-tight_gain/MILLI*hartree_kjmol:.1f} kJ/mol")
print("done: every assertion held")
```

Running it gives:

```
Neon; MP2 pair energies in mEh, HF energies in Eh
cc-pVDZ: 14 functions, HF -128.488776 Eh
  cc -0.246, cv -1.798, core -2.044, vv -185.523 mEh
cc-pVTZ: 30 functions, HF -128.531862 Eh
  cc -4.552, cv -8.417, core -12.969, vv -264.323 mEh
cc-pVQZ: 55 functions, HF -128.543470 Eh
  cc -16.473, cv -16.213, core -32.686, vv -293.573 mEh
cc-pCVDZ: 18 functions, HF -128.488926 Eh
  cc -28.380, cv -9.606, core -37.985, vv -190.317 mEh
cc-pCVTZ: 43 functions, HF -128.531955 Eh
  cc -34.647, cv -22.806, core -57.453, vv -271.647 mEh
cc-pCVQZ: 84 functions, HF -128.543570 Eh
  cc -38.030, cv -25.979, core -64.009, vv -297.506 mEh
Part of the cc-pCVQZ value recovered by cc-pVXZ, percent
  D: cc 0.6, cv 6.9, core 3.2 %
  T: cc 12.0, cv 32.4, core 20.3 %
  Q: cc 43.3, cv 62.4, core 51.1 %
Core part, cc-pVXZ / cc-pCVXZ at equal X, percent: D 5.4, T 22.6, Q 51.1
Core MP2 extrapolated from cc-pCVTZ,QZ: -68.79 mEh
Free shells added by cc-pCVXZ, exponents in bohr^-2
  D: s 12.854, p 40.184
  T: s 12.083, s 31.947, p 22.827, p 87.017, d 23.168
  Q: s 20.180, s 54.042, s 144.725, p 22.222, p 65.622, p 193.780, d 23.613, d 90.107, f 28.830
rms radius: 1s 0.1829, 2s 0.9832, 2p 1.1055 bohr
Steepest free cc-pVTZ p: exponent 1.143 bohr^-2, rms radius 1.0458 bohr
Steepest free cc-pVTZ d: exponent 4.014 bohr^-2, rms radius 0.6603 bohr
Model s exponent 22.409, p exponent at largest K 56.022 bohr^-2
Largest K: 1.2409 Eh
K^2 for steepest free p / largest K^2: 1.606e-05
cc-pVTZ + diffuse shells: 43 functions, core -13.588 mEh
Core change: diffuse -0.619, tight -44.484 mEh
Uncontracted cc-pVTZ: 42 functions, cc -32.261, cv -17.900, core -50.161 mEh
One p shell added to cc-pVTZ: change of the 1s pair energy
  exponent 0.1 bohr^-2: -0.032 mEh
  exponent 0.6 bohr^-2: -0.411 mEh
  exponent 2.0 bohr^-2: -2.562 mEh
  exponent 6.0 bohr^-2: -1.722 mEh
  exponent 15.0 bohr^-2: -6.129 mEh
  exponent 40.0 bohr^-2: -16.695 mEh
  exponent 100.0 bohr^-2: -12.499 mEh
  exponent 250.0 bohr^-2: -3.886 mEh
CCSD(T) core part: cc-pVTZ -12.677, cc-pCVTZ -58.502 mEh, ratio 21.7 %
MP2 core part missed by cc-pVTZ against cc-pCVTZ: 44.48 mEh = 116.8 kJ/mol
done: every assertion held
```
